# Adatom diffusion tensor from a corrector equation, verified by Bloch eigenvalues

## Two sites on a line

Let an adatom move on a line of period \(b\), with two equally deep sites per period: A at \(0\) and B at \(s\). It crosses between A and B in the same cell at rate \(p\), and between B and the next A, a distance \(b-s\) away, at rate \(q\). Each site is occupied half of the time.

If successive hops were independent, the diffusion coefficient would be half the mean squared hop length per unit time:

\[
D^0=\tfrac12\left[p\,s^2+q\,(b-s)^2\right].
\]

This cannot be right. For \(q\to0\) the adatom rattles inside one pair of sites and goes nowhere, yet \(D^0\to ps^2/2\). The formula also depends on \(s\), although moving B within its cell at fixed rates changes the position by a bounded amount and cannot affect spreading over long times.

The fault is correlation. From A the mean velocity is \(v_A=ps-q(b-s)\), and from B it is \(-v_A\). A hop therefore carries information about the direction of the next one. Since \(s\) is irrelevant to the answer, we may choose it to remove this drift:

\[
ps^*=q(b-s^*)\quad\Rightarrow\quad s^*=\frac{qb}{p+q},\qquad b-s^*=\frac{pb}{p+q}.
\]

With B at \(s^*\), the next hop has zero mean whatever came before. Successive displacements are uncorrelated, and the naive formula holds:

\[
D=\frac{b^2}{2}\,\frac{pq^2+qp^2}{(p+q)^2}=\frac{b^2}{2}\,\frac{pq}{p+q}.
\]

This vanishes with \(q\), as it must. For \(p=q\) it gives \(pb^2/4\), the result for uniform steps \(b/2\) at rate \(p\) each way. The scheme for a general surface is the same: relocate the sites until no site has a drift of its own, then add squared hops.

## The corrector equation

Let the surface cell hold \(n\) sites at positions \(\mathbf r_i\). A hop from site \(i\) to site \(j\) in the cell displaced by the lattice vector \(\mathbf R\) has rate \(w\) and displacement \(\mathbf d=\mathbf R+\mathbf r_j-\mathbf r_i\). Below, \(\sum_{i\to}\) runs over all hops leaving \(i\), and \(j\) is the end site of each. The rates are constant, hops have no memory, there are finitely many kinds of hop, and the adatom is alone. Every site type can be reached from every other.

Define the generator acting on a site function \(f\), and the local drift:

\[
(Lf)_i=\sum_{i\to}w\,(f_j-f_i),\qquad \mathbf v_i=\sum_{i\to}w\,\mathbf d .
\]

The stationary occupations satisfy \(\pi^{\mathsf T}L=0\) and \(\sum_i\pi_i=1\). The mean velocity is \(\mathbf V=\sum_i\pi_i\mathbf v_i\). It is zero under detailed balance, because each hop and its reverse have equal weight \(\pi w\) and opposite \(\mathbf d\). We need not assume this yet.

Move site \(i\) to \(\mathbf r_i+\boldsymbol\chi_i\). A hop then has displacement \(\boldsymbol\delta=\mathbf d+\boldsymbol\chi_j-\boldsymbol\chi_i\). Demanding the same drift \(\mathbf V\) from every site gives

\[
\sum_{i\to}w\,\boldsymbol\delta=\mathbf V
\quad\Longleftrightarrow\quad
(L\boldsymbol\chi)_i=-(\mathbf v_i-\mathbf V).
\]

This is the corrector equation. Multiplication by \(\pi_i\) and summation gives zero on both sides, so it is solvable. Since all sites are connected, \(Lf=0\) has constant solutions only, and \(\boldsymbol\chi\) is fixed up to a common shift. We choose \(\sum_i\pi_i\boldsymbol\chi_i=0\).

A computer should not be given the singular matrix \(L\). For any rate \(\gamma>0\), solve instead

\[
(L-\gamma\,\mathbf 1\pi^{\mathsf T})\boldsymbol\chi=-(\mathbf v-\mathbf 1\mathbf V^{\mathsf T}).
\]

Multiplying from the left by \(\pi^{\mathsf T}\) leaves \(-\gamma\,\pi^{\mathsf T}\boldsymbol\chi=0\), so the normalization follows and the added term vanishes. The matrix is invertible: if it annihilates \(f\), the same multiplication gives \(\pi^{\mathsf T}f=0\), hence \(Lf=0\), hence \(f\) is constant, hence zero. Similarly, \(\pi\) follows from \(\pi^{\mathsf T}(L+\gamma\mathbf 1\mathbf 1^{\mathsf T})=\gamma\mathbf 1^{\mathsf T}\). Taking \(\gamma\) equal to the largest exit rate keeps the added term on the scale of \(L\).

## Why squared relocated hops give the tensor

Let \(\mathbf X(t)\) be the adatom position and \(i(t)\) its site type. Define

\[
D=\lim_{t\to\infty}\frac{\operatorname{Cov}\mathbf X(t)}{2t},\qquad
\mathbf Y(t)=\mathbf X(t)+\boldsymbol\chi_{i(t)}-\mathbf Vt .
\]

By the corrector equation, \(\mathbf Y\) has zero mean increment in the next interval \(dt\), whatever its past. Increments in separate intervals are therefore uncorrelated and their covariances add. From site \(i\), the covariance gained in \(dt\) is \(\sum_{i\to}w\,\boldsymbol\delta\boldsymbol\delta^{\mathsf T}dt\) to first order. The site probabilities tend to \(\pi_i\), so the growth rate of \(\operatorname{Cov}\mathbf Y\) tends to \(\sum_i\pi_i\sum_{i\to}w\,\boldsymbol\delta\boldsymbol\delta^{\mathsf T}\).

The deterministic term \(\mathbf Vt\) does not enter a covariance. The difference \(\boldsymbol\chi_{i(t)}\) is bounded, so its covariance with \(\mathbf Y\) grows at most as \(\sqrt t\) and disappears after division by \(t\). Hence

\[
D=\frac12\sum_i\pi_i\sum_{i\to}w\,
(\mathbf d+\boldsymbol\chi_j-\boldsymbol\chi_i)
(\mathbf d+\boldsymbol\chi_j-\boldsymbol\chi_i)^{\mathsf T}.
\]

The naive tensor \(D^0\) is this expression with \(\boldsymbol\chi=0\). If the original sites are moved within the cell, \(\boldsymbol\chi\) compensates up to a common shift, and \(D\) stays the same.

The computation assembles \(L\) and \(\mathbf v\), solves for \(\pi\), solves one linear system with two right-hand sides, and sums over hops.

## When the naive tensor is an upper bound

Take a wavevector \(\mathbf k\) and write \(\alpha=\mathbf k\cdot\mathbf d\), \(c_i=\mathbf k\cdot\boldsymbol\chi_i\). For a trial function \(f=c+h\), let

\[
Q(f)=\tfrac12\sum_i\pi_i\sum_{i\to}w(\alpha+f_j-f_i)^2 .
\]

Its part linear in \(h\) is \(\sum_i\pi_i\sum_{i\to}w(\alpha+c_j-c_i)(h_j-h_i)\). Under detailed balance, pair each hop with its reverse. Both factors change sign, so the terms in \(h_j\) and \(-h_i\) contribute equally. The linear part becomes \(-2\sum_i\pi_ih_i\,\mathbf k\cdot\mathbf V=0\). Thus

\[
Q(f)=\mathbf k\cdot D\mathbf k+\tfrac12\sum_i\pi_i\sum_{i\to}w(h_j-h_i)^2 .
\]

The corrector minimizes \(Q\), and \(f=0\) shows that \(\mathbf k\cdot D\mathbf k\le\mathbf k\cdot D^0\mathbf k\). Back-and-forth motion can only reduce diffusion here.

Without detailed balance the inequality can fail. Consider a walker that takes unit steps at unit rate, always right in one internal state and always left in the other, and switches state at rate \(s_r\). Then \(v_\pm=\pm1\), and \(-2s_r\chi_+=-1\) gives \(\chi_\pm=\pm1/(2s_r)\). The steps contribute \(\tfrac12\) to \(D\). The switches have relocated length \(1/s_r\) and contribute \(\tfrac12s_r(1/s_r)^2\), so

\[
D=\frac12+\frac1{2s_r},\qquad D^0=\frac12 .
\]

For \(s_r=0.25\) these are 2.5 and 0.5. Persistence now makes the naive value too small.

## The Bloch matrix as an independent check

The characteristic function \(u_i(t)\), the mean of \(e^{i\mathbf k\cdot[\mathbf X(t)-\mathbf X(0)]}\) for a start at site \(i\), obeys a linear equation with matrix

\[
\tilde M_{ij}=\sum_{i\to j}w\,e^{i\mathbf k\cdot\mathbf d}-\delta_{ij}\Gamma_i,\qquad \Gamma_i=\sum_{i\to}w .
\]

In exponents, \(i\) is the imaginary unit. Since \(e^{i\mathbf k\cdot\mathbf d}=e^{-i\mathbf k\cdot\mathbf r_i}e^{i\mathbf k\cdot\mathbf R}e^{i\mathbf k\cdot\mathbf r_j}\), the matrix \(M\) with phases \(e^{i\mathbf k\cdot\mathbf R}\) has the same eigenvalues. It contains no site positions and no corrector.

At \(\mathbf k=0\) the eigenvalue \(\lambda=0\) is simple, with eigenvector \(\mathbf 1\). Expand \(\lambda=\lambda_1+\lambda_2+\dots\) and \(u=1+u_1+u_2+\dots\), with \(\sum_i\pi_iu_i=1\). First order reads

\[
Lu_1+i\mathbf k\cdot\mathbf v=\lambda_1\mathbf 1 .
\]

Projection on \(\pi\) gives \(\lambda_1=i\mathbf k\cdot\mathbf V\). The remainder is the corrector equation, so \(u_1=ic\). At second order,

\[
(Lu_2)_i+\sum_{i\to}w\left[i\alpha\,(ic_j)-\tfrac12\alpha^2\right]=\lambda_1(ic_i)+\lambda_2 .
\]

Project again. The terms with \(L\) and \(\lambda_1\) vanish, leaving

\[
-\lambda_2=\sum_i\pi_i\sum_{i\to}w\left(\tfrac12\alpha^2+\alpha c_j\right).
\]

To compare with \(D\), expand its quadratic form:

\[
\mathbf k\cdot D\mathbf k=\sum_i\pi_i\sum_{i\to}w\left[\tfrac12\alpha^2+\alpha c_j-\alpha c_i+\tfrac12(c_j-c_i)^2\right].
\]

The third term sums to \(-\sum_i\pi_ic_i\,\mathbf k\cdot\mathbf v_i\). In the fourth, stationarity lets \(c_j^2\) be replaced by \(c_i^2\) under the weighted sum, because \(\pi^{\mathsf T}L(c^2)=0\). It becomes

\[
-\sum_i\pi_ic_i(Lc)_i=\sum_i\pi_ic_i\,\mathbf k\cdot(\mathbf v_i-\mathbf V)=\sum_i\pi_ic_i\,\mathbf k\cdot\mathbf v_i ,
\]

which cancels the third. Therefore

\[
\lambda(\mathbf k)=i\mathbf k\cdot\mathbf V-\mathbf k\cdot D\mathbf k+O(k^3).
\]

Because \(M(-\mathbf k)=M(\mathbf k)^*\), odd orders are imaginary and even orders real. For small \(h\) the components are

\[
D_{xx}\simeq-\frac{\operatorname{Re}\lambda(h,0)}{h^2},\qquad
D_{xy}\simeq-\frac{\operatorname{Re}[\lambda(h,h)-\lambda(h,-h)]}{4h^2},
\]

and similarly for \(D_{yy}\). The error is of order \(h^2\); combining two step sizes as \([4D(h/2)-D(h)]/3\) removes it. Too small an \(h\) is also harmful. With machine precision \(\epsilon\), rounding gives a relative error of order \(\epsilon\,\Gamma_{\max}/(Dh^2)\).

A test without symmetry or detailed balance used lattice vectors (1, 0) and (0.3, 0.8), four randomly placed sites, and one hop for each ordered pair of sites. Their rates were random between 0.4 and 1.2 and their cell shifts random, at most one cell along each lattice vector. Two hops between equivalent sites, with rates 0.5 and 0.7, were added. The corrector and the Bloch eigenvalues both gave \(D_{xx}=0.89014\), \(D_{xy}=0.012436\), \(D_{yy}=0.48757\). Propagating the probabilities on an 81 by 81 cell periodic lattice, and taking half the covariance growth rate between times 9 and 11, gave 0.89015, 0.012438 and 0.48757.

## A silicon-like surface cell

Let \(x\) run along the dimer rows and \(y\) across them. The cell is \(a\times b\), with \(a=0.3840\) nm and \(b=2a\). Two flank sites F\(^\pm\) lie at \((0,\pm0.15)\) nm, a row-top site R at \((a/2,0)\), and a trough site T at \((a/2,b/2)\). Their energies are 0, 0, 0.10 and 0.20 eV. Flanks connect to R over saddles at 0.65 eV and to T over saddles at 1.00 eV. The rate is \(\nu e^{-(E_{\rm saddle}-E_i)/k_BT}\), with \(\nu=10^{13}\) s\(^{-1}\), \(T=800\) K and \(k_BT=0.06894\) eV.

A shear strain raises saddles with \(d_xd_y>0\) by \(\delta=0.02\) eV and lowers their mirror images by as much. Site energies do not shift to first order, since each site lies on a mirror line and the shear is odd under that mirror. A twofold rotation survives. The small shear of the cell itself is left out, so the model shows only the effect of the changed rates.

That rotation maps R and T onto equivalent sites, so their correctors vanish, and it makes those of F\(^\pm\) opposite. At F\(^+\) all neighbours have \(\boldsymbol\chi=0\), and the corrector equation reduces to \(-\Gamma_F\boldsymbol\chi_F=-\mathbf v_F\):

\[
\boldsymbol\chi_F=\frac{(90.26,\,-248.9)\ \text{nm/µs}}{1686\ \text{µs}^{-1}}=(0.0535,\,-0.1476)\ \text{nm}.
\]

The flank moves from \(y=0.15\) nm to 0.0024 nm, almost onto the row centre. Fast exchange across the row top now contributes almost nothing to transport along \(y\), though it still carries the adatom along \(x\).

For \(D_{yy}\), let \(g\) be the equilibrium flux one way between neighbouring layers: \(g_{\rm row}=732.0\) and \(g_{\rm tr}=4.567\) µs\(^{-1}\). Each bond is used both ways, which cancels the factor \(\tfrac12\), and a period has two bonds of each kind:

\[
D_{yy}=2\left[732.0\,(0.0024)^2+4.567\,(0.3817)^2\right]\simeq1.34\ \text{nm}^2/\text{µs}.
\]

The unmoved sites give

\[
D^0_{yy}=2\left[732.0\,(0.15)^2+4.567\,(0.2340)^2\right]=33.4\ \text{nm}^2/\text{µs},
\]

which is 25 times too large.

The layers also give a closed form. Zero drift in each layer means that \(g\) times the relocated spacing is the same number \(J\) for every bond. The spacings add to \(b\), so \(J=b/\sum(1/g)\). Then \(D_{yy}\), the sum of \(g\) times squared spacing, is \(Jb\):

\[
D_{yy}=\frac{b^2}{2/g_{\rm row}+2/g_{\rm tr}} .
\]

For the other components, let \(t=\tanh(\delta/k_BT)=0.2822\). An upward hop has \(d_x=\pm a/2\) with weights proportional to \(e^{\mp\delta/k_BT}\), hence mean \(-at/2\); a downward hop has mean \(+at/2\). For either direction the remaining random part has zero mean and variance \(a^2(1-t^2)/4\). Given the layer sequence, these parts are independent from hop to hop, so their sum is uncorrelated with \(y\) and its variance grows by \(a^2(1-t^2)/4\) per hop. The net number of layers climbed is \(4y/b\) up to a bounded term, so \(x\) is \(-(2at/b)y\) plus this uncorrelated noise, up to a bounded term. With mean hop rate \(N=2946\) µs\(^{-1}\) and \(2a/b=1\),

\[
D_{xy}=-tD_{yy}=-0.378\ \text{nm}^2/\text{µs},
\]
\[
D_{xx}=\frac{Na^2(1-t^2)}8+t^2D_{yy}=49.99+0.11=50.1\ \text{nm}^2/\text{µs}.
\]

The corrector, the closed forms and the Bloch eigenvalues, extrapolated from \(h=0.05\) and \(0.025\) nm\(^{-1}\), agree to the printed digits. The main results are \(D_{xx}=5.0\times10^{-7}\) and \(D_{yy}=1.3\times10^{-8}\) cm²/s.

The naive tensor has \(D^0_{xy}=-12.0\) nm²/µs and tilts the fast axis by \(-24.5^\circ\); the correct tilt for this rectangular cell is \(-0.44^\circ\). Shearing the cell as well, by a strain component \(e_{xy}=0.01\) at fixed rates, would change \(D_{xy}\) by about \(2e_{xy}D_{yy}=0.027\) nm²/µs if \(x\) stays along the rows. In axes fixed in the laboratory the rows turn too, and the change is about \(e_{xy}(D_{xx}+D_{yy})=0.51\) nm²/µs, more than \(D_{xy}\) itself. Random displacements of the sites by up to 0.1 nm in each coordinate, at fixed rates, changed \(D^0_{xx}\) from 54.3 to 72.0 nm²/µs and left \(D\) unchanged.

## Small wavevectors and temperature

At a phase of 0.1 rad per cell, \(-\lambda/(\mathbf k\cdot D\mathbf k)\) is 0.9992 along both axes. At 1 rad it is 0.885 along \(x\) and 0.926 along \(y\). A one-site chain with steps \(b\) would give \(2(1-\cos1)=0.919\) at 1 rad, so the \(y\) value is close to ordinary lattice discreteness. Along \(x\) a second condition matters: \(D_{xx}k^2\) is then about 340 µs\(^{-1}\), comparable with the slowest relaxation rate inside the cell, about 390 µs\(^{-1}\) (2.6 ns). That relaxation is mainly escape from the trough site; with the trough removed from the model the \(x\) ratio at 1 rad is 0.938. For the slowest eigenvalue to follow \(-\mathbf k\cdot D\mathbf k\), the phases must be small and the decay slow compared with this relaxation.

Near 800 K the effective activation energies are 0.643 eV along \(x\) and 0.977 eV along \(y\). The latter can be traced. If the trough dominates, \(D_{yy}\propto\pi_Fe^{-1.00\,\text{eV}/k_BT}\cosh(\delta/k_BT)\). Its activation energy is 1.00 eV minus the mean site energy, 0.015 eV, minus \(\delta t=0.006\) eV, or 0.979 eV. The row bonds supply a fraction 0.006 of \(\sum1/g\), with a barrier lower by 0.35 eV, and remove the remaining 0.002 eV.

## Comparison with a real surface

On Si(001) adatoms move more easily along dimer rows than across them, with barriers of very roughly 0.6–0.7 and 1 eV; 800 K is a reasonable growth temperature. The four sites and their energies are a model, and the shear splitting is a chosen perturbation, absent on an unstrained surface. The result is sensitive to the saddle energies: raising the trough saddle by 0.05 eV, all else fixed, multiplies \(D_{yy}\) by 0.49. Every component of \(D\) is also proportional to the assumed attempt rate \(\nu\). If 10% of row-top crossings continued straight to the next flank at unchanged saddle fluxes, \(D_{xx}\) would rise by 10%. The largest exit rate is 0.0014 of the attempt rate, which supports thermalization between hops but does not prove it. Tunnelling, estimated with a barrier frequency equal to \(\nu\), raises rates by 1.5%.

Growth breaks the assumption of a lone adatom. For flux \(F\) onto a terrace of width \(w_t\) with absorbing edges, \(D_{yy}\theta''=-F\) gives a peak coverage \(Fw_t^2/(8D_{yy})\). At 0.1 monolayer/s and 100 nm, crossed along \(y\), this is \(9\times10^{-5}\) monolayer, so site blocking should be a correction of about that relative order. Low coverage does not make encounters rare, however. The mean time to reach an edge is \(w_t^2/(12D_{yy})\approx620\) µs, during which the relative motion of two adatoms covers roughly \(4\times10^4\) distinct cells. At the mean coverage of \(6\times10^{-5}\) monolayer, with two surface atoms per cell, an adatom meets another about five times before it reaches an edge. The profile above therefore holds only if adatoms do not bind. If they form stable pairs, pairing and island nucleation compete with capture at the steps and need a model beyond the one-adatom tensor. The full numerical output follows.

## Numbers as computed

```
GENERAL TEST (lattice units, irreversible)
drift V: corrector code 0.819156, -0.455269
drift V: Bloch 0.819156, -0.455269
D corrector: xx 0.89014, xy 0.012436, yy 0.48757
D Bloch: xx 0.89014, xy 0.012436, yy 0.48757
D master equation: xx 0.89015, xy 0.012438, yy 0.48757
persistent walker, reversal rate 0.25: D 2.5000, D0 0.5000
WORKED MODEL
a = 0.3840 nm, b = 0.7681 nm, flank offset = 0.15 nm
T = 800 K, kT = 0.06894 eV, attempts = 1e+07 /us
saddles: row 0.65 eV, trough 1.0 eV, shear shift +-0.02 eV
flank+: E 0.00 eV, pi 0.43680, exit 1686.3 /us
flank-: E 0.00 eV, pi 0.43680, exit 1686.3 /us
row top: E 0.10 eV, pi 0.10240, exit 14297 /us
trough: E 0.20 eV, pi 0.02401, exit 380.46 /us
flank+: v (90.255, -248.93) nm/us, chi (0.05352, -0.14762) nm
flank-: v (-90.255, 248.93) nm/us, chi (-0.05352, 0.14762) nm
row top: v (0, 1.1369e-13) nm/us, chi (-0.00000, 0.00000) nm
trough: v (0, -5.3291e-15) nm/us, chi (0.00000, -0.00000) nm
rate flank+ -> row top, cell (0, 0): 1074.4 /us
rate row top -> flank+, cell (0, 0): 4583 /us
rate flank+ -> row top, cell (-1, 0): 601.43 /us
rate row top -> flank+, cell (1, 0): 2565.4 /us
rate flank+ -> trough, cell (0, 0): 3.7522 /us
rate trough -> flank+, cell (0, 0): 68.27 /us
rate flank+ -> trough, cell (-1, 0): 6.703 /us
rate trough -> flank+, cell (1, 0): 121.96 /us
t = 0.28224, g_row = 732.01 /us, g_trough = 4.5668 /us
mean hop rate N = 2946.3 /us
D0 naive (nm^2/us): xx 54.315, xy -12.017, yy 33.44
D corrector (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
D Bloch (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
D closed form (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
D corrector (cm^2/s): xx 5.0095e-07, xy -3.7782e-09, yy 1.3387e-08
D0 after moving sites (nm^2/us): xx 71.96, xy -26.869, yy 35.261
D after moving sites (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
fast-axis tilt: naive -24.512 deg, true -0.444 deg
naive/true D_yy = 24.98, true D_xx/D_yy = 37.42
-lambda/(k.D.k) at phase 0.1 rad per cell: x 0.99924, y 0.99924
-lambda/(k.D.k) at phase 0.3 rad per cell: x 0.99304, y 0.99317
-lambda/(k.D.k) at phase 1.0 rad per cell: x 0.88532, y 0.92565
D at 700 K (nm^2/us): xx 13.174, xy -0.056311, yy 0.17602
D at 900 K (nm^2/us): xx 141.03, xy -1.6263, yy 6.4458
effective activation energy: x 0.6432 eV, y 0.9771 eV
slowest relaxation within the cell: 2.565 ns
NEGLECTED EFFECTS
tunnelling: Wigner factor 1.0150, crossover 76.4 K
10% long jumps: D_xx x 1.0992, D_yy x 1.0006
trough saddle +0.05 eV: D_yy x 0.4857
largest exit rate / attempt rate = 0.00143
peak adatom coverage at 0.1 ML/s, 100 nm terrace crossed along y: 9.338e-05 ML
```
